Choosing the search contour for complex modes of absorbing layers

**Definitions and conventions**

The setting discussed here is the contour of a contour-integral eigenvalue search: the closed curve in the complex plane inside which the solver looks for states. In an electronic-structure calculation it can be set as an energy window, together with a number of integration points and a largest expected number of states. The worked case is the transverse-electric (TE) modes of a lossy multilayer slab, whose equation is a one-dimensional Schrödinger equation with an absorbing potential.

Fields vary in time as exp(−iωt), so an absorbing medium has Im ε > 0. The layers are stacked along x, light travels along z, and the electric field is E_y = E(x) exp(iβz). It does not depend on y, so it has no divergence, and Maxwell's equations give d²E/dx² − β²E + k0²εE = 0 with k0 = 2π/λ. Dividing by k0² and writing ξ = k0x, w = (β/k0)² gives

E'' + (ε(ξ) − w)E = 0.

The prime on E means d/dξ. The complex effective index is N = √w with Re N > 0, and the power absorption coefficient is α = 2k0 Im N. Written as −E'' − εE = −wE, this is the Schrödinger equation for potential −ε and energy −w, in units where ħ²/2m = 1. Loss becomes a negative imaginary potential, as in an absorbing boundary.

The substrate (ε_s) fills ξ < 0 and the cover (ε_c) fills ξ > D; both are taken lossless unless stated. A proper mode decays into both, as exp(g_s ξ) below and exp(−g_c(ξ − D)) above, with

g_s = √(w − ε_s), g_c = √(w − ε_c), Re g > 0.

**The function whose zeros are the modes**

In a layer of permittivity ε_j and scaled thickness h = k0d, set q² = ε_j − w. The solution that starts with value E and slope S ends with

E_new = E cos(qh) + S sin(qh)/q
S_new = −E q sin(qh) + S cos(qh).

E and E' are continuous at TE interfaces, so these steps can be chained. Start with E = 1, S = g_s at ξ = 0, which selects decay into the substrate, and form at the top

F(w) = E'(D) + g_c E(D).

In the cover the field is A exp(−g_c(ξ − D)) + B exp(g_c(ξ − D)). Then E(D) = A + B and E'(D) = g_c(B − A), so F = 2g_c B. For g_c ≠ 0, F vanishes precisely when the growing part is absent, that is, at a mode.

The layer coefficients are even in q. Their power series contain q² alone, so they are analytic for every finite w. The square roots g_s and g_c are not: because Re g > 0 is required, Im g jumps in sign when w crosses the line on which w − ε_s (for g_s) or w − ε_c (for g_c) is real and negative. F therefore has two branch cuts, running left from ε_s and from ε_c, and no poles.

**What the contour integral counts**

Near a zero w_j of order m, F = (w − w_j)^m G with G(w_j) ≠ 0. Taking the logarithmic derivative,

F'/F = m/(w − w_j) + G'/G,

where F' means dF/dw. The residue is m. If the contour neither meets nor encloses any part of a cut, and no zero lies on it, the residue theorem gives

n = (1/2πi) ∮ (F'/F) dw = sum of the orders of the enclosed zeros.

Since (F'/F)dw = d ln F and ln|F| returns to its starting value, n is also the change of arg F divided by 2π, the winding number.

For a matrix problem the same formula holds with F = det(w − A), for which F'/F = Tr (w − A)⁻¹. The count then includes degenerate states with independent eigenvectors. In the slab there is one decaying field per w, up to a factor, so a repeated root has a different origin.

**When the count differs from the number of roots**

Let U = ∂E/∂w. Differentiating the wave equation with respect to w gives U'' + (ε − w)U = E. Hence

(E U' − U E')' = E U'' − U E''
= E[E − (ε − w)U] + U(ε − w)E
= E².

Deep in the substrate E = exp(g_s ξ) and U = ξ exp(g_s ξ)/(2g_s); both vanish as ξ → −∞. Integration up to D gives

E(D)U'(D) − U(D)E'(D) = ∫ E² dξ, from −∞ to D.

Because dg_c/dw = 1/(2g_c), we have dF/dw = U'(D) + g_c U(D) + E(D)/(2g_c). At a root E'(D) = −g_c E(D), so the left side above equals E(D)[U'(D) + g_c U(D)]. The remaining term, E(D)²/(2g_c), is the integral of E² over the cover. Together,

E(D) dF/dw = ∫ E² dξ over all ξ.

E(D) cannot vanish at a root: E'(D) would vanish too, and the whole field with it. A root is therefore simple if and only if ∫E² ≠ 0. There is no complex conjugation in this integral. For a lossless guided mode E can be taken real, the integral is positive, and the root is simple. With loss, E² has a varying phase and the integral can cancel.

The winding number equals the number of distinct refined roots when all enclosed roots are simple. In general it equals the number counted with multiplicity.

A case of cancellation: two guides with k0d = 1.5 are separated by a gap of the same thickness, with permittivity 2.1 in the gap and outside. One core has permittivity 4, the other 4.027268 + 0.395070i. The two modes merge at w = 2.9773 + 0.1401i. There |∫E²|/∫|E|² is 3.8×10⁻¹⁵, zero to rounding, when the tuned permittivity is kept to full precision. With the six decimals printed here the root splits into two about 4×10⁻⁴ apart and the ratio rises to 1.3×10⁻³, which shows how sensitive a double root is. The winding number is 2, while Newton searches find one distinct root (results closer than 10⁻³ are merged). A solver that reports one state fewer than the count has not necessarily lost one.

The same integral governs sensitivity. Follow a simple root as ε_j changes. Differentiating the wave equation with respect to ε_j gives

(dE/dε_j)'' + (ε − w)(dE/dε_j) = (dw/dε_j − χ_j)E,

where χ_j is 1 in layer j and 0 elsewhere. Multiply by E and integrate over all ξ. The left side becomes a total derivative of decaying functions and gives zero, so

dw/dε_j = ∫_j E² dξ / ∫ E² dξ.

Near a double root the denominator is small, and unless the numerator is small too, a slight change of material moves the root strongly.

**Where to place the contour**

Multiply the wave equation by E* and integrate. Integration by parts turns ∫E*E'' into −∫|E'|², since the field decays. Thus

w ∫|E|² = ∫ε|E|² − ∫|E'|².

The real part gives Re w < max Re ε. The imaginary part gives

Im w = ∫ Im ε |E|² / ∫|E|².

For passive layers Im w therefore lies between 0 and max Im ε. This fixes three sides of a rectangle: the right edge beyond max Re ε, the top above max Im ε, and the bottom somewhat below zero. The fourth side must lie to the right of the larger of ε_s and ε_c. The rectangle may then cross the real axis, because no cut is there.

This rectangle can miss modes when the loss is strong. Take a thin symmetric slab with permittivity contrast Δ = ε_core − ε_clad. Its even field is cos(qξ) about the centre, and matching the slope at the surface gives q tan(qh/2) = g. For |qh| ≪ 1 the left side is q²h/2, and to leading order q² = Δ, so

g ≈ Δh/2, w − ε_clad = g² ≈ Δ²h²/4.

The mode decays if Re Δ > 0, yet Re w < ε_clad if |Im Δ| > Re Δ. It then lies above the cut. For ε_clad = 2.085, Δ = 0.5 + 1.5i and h = 0.5, the estimate is g ≈ 0.125 + 0.375i and w ≈ 1.960 + 0.094i. The full solution is g = 0.143 + 0.358i and w = 1.977 + 0.103i. A strongly absorbing structure therefore needs a second rectangle above the cut, with its lower edge at a small positive Im w. The strip beneath that edge remains unsearched, and this should be stated with the result.

**How many integration points**

Between neighbouring contour points separated by δ, ln F changes by about δF'/F. Halving each segment until |δF'/F| < 1/2 at both ends keeps the estimated phase step well below π, where the step would become ambiguous. Near a simple root at distance r, |F'/F| ≈ 1/r, so the spacing falls below about r/2. This is a practical control and not a proof, because F is not examined between the points.

The summed phase has a trap. The ratios F_(k+1)/F_k multiply to 1 around any closed list of points, so their phases add to a multiple of 2π whatever the contour. An integer result proves nothing. Numerical integration of F'/F is not forced to an integer and can expose a fault.

For Gauss–Legendre integration with n points on a panel of half-length a, the standard error estimate falls as ρ^(−2n), where ρ is the sum of the semi-axes, divided by a, of the largest ellipse with foci at the panel ends that is free of singularities. A root at distance b above the panel centre limits the semi-axes to b and √(a² + b²), so ρ = b/a + √(1 + b²/a²) and

ln ρ = arcsinh(b/a).

To reach an error of order η one needs n ≈ ln(1/η)/[2 arcsinh(b/a)], apart from a prefactor. Thus the distance to the nearest root or branch point, measured in panel lengths, sets the cost of the count and moment integrals. It does not set the cost of solvers that use the contour only as a filter in a subspace iteration. In a Hermitian test with 8 points on the upper half of a unit circle, a subspace 1.5 times the number of states and levels 10⁻³ from the contour, the trace integral gave 52.39 for 53 states, yet the eigenvalues were accurate to 10⁻¹⁵ after three iterations. Moving the contour away from a root or dividing a long edge into panels both help.

**How many states per region**

Let u be w measured from the centre of the region and divided by its radius. The moments

s_p = (1/2πi) ∮ u^p (F'/F) dw = Σ u_j^p

follow from the same residues. For two roots, u1 + u2 = s_1 and u1u2 = (s_1² − s_2)/2, so both solve

u² − s_1u + (s_1² − s_2)/2 = 0,

and (u1 − u2)² = 2s_2 − s_1². These values start Newton's iteration w → w − F/(dF/dw).

An error e in the squared separation changes the separation by about e/(2|u1 − u2|), and by √e if the roots coincide. Close pairs are thus found less accurately than their centre s_1/2. Regions with more than two roots are split here, along a line where |F'/F| is small. If repeated splitting does not separate a pair, evaluate ∫E² before searching for a missing state.

**Worked example: germanium on silicon at 1550 nm**

The stack is oxide (index 1.444), 220 nm of silicon (3.476), 500 nm of germanium (4.2) and air. Germanium absorbs 3000 1/cm. With k0 = 2π/1550 nm = 0.004054 1/nm, the imaginary index is 3×10⁻⁴/(2 × 0.004054) = 0.0370, and Im ε = 2 × 4.2 × 0.0370 = 0.311.

The larger branch point is 1.444² = 2.085. The rectangle runs from 2.135 to 18.139 in Re w and from −0.5 to 0.811 in Im w. Its long edges, divided into eight panels, have a = 1.00. The root nearest to them is 0.811 − 0.296 = 0.515 below the top edge, so ρ is at least about 1.64, the value for a root above a panel centre, and 40 points per panel make ρ⁻⁸⁰ at most about 7×10⁻¹⁸. The integral differs from 4 by 1.9×10⁻¹⁵, which is rounding. With one panel per long edge, a = 8.0 and the same upper estimate would be about 0.006.

The winding number is 4. The region is split at Re w = 10.94 into two parts with two roots each, and refinement gives:

Mode 0: N = 4.037 + 0.0367i, α = 2975 1/cm, germanium share 0.953
Mode 1: N = 3.548 + 0.0339i, α = 2749 1/cm, germanium share 0.774
Mode 2: N = 2.832 + 0.0238i, α = 1930 1/cm, germanium share 0.434
Mode 3: N = 1.932 + 0.0375i, α = 3037 1/cm, germanium share 0.466

The share is that of ∫|E|². Mode 3 absorbs more than bulk germanium although less than half of its |E|² lies there. The reason follows from Im w = 2 Re N Im N and the loss average above:

α = k0 Im w/Re N = α_Ge (n_Ge/Re N) × share.

For mode 3 this is 3000 × (4.2/1.932) × 0.466 ≈ 3040 1/cm. The small effective index more than offsets the small share.

Two further tests support the count. Newton runs on the same F from a 90 × 9 grid of starting points, with no contour, find the same four roots. Diagonalization in sine functions, which does not use F, between hard walls 9/k0 below and 7/k0 above the layers, also gives four eigenvalues in the rectangle. Their largest absolute difference in w from the refined roots is 2.2×10⁻⁴ with 250 functions and 2.7×10⁻⁵ with 500. For six random three-layer stacks with Im ε up to 1.5, the winding number, the contour search and the grid search agree, with three to five modes each in the rectangle to the right of the cuts. The agreement holds for that window only: two of the six stacks have one more mode above the cut, at w = 1.099 + 0.034i and at w = 1.688 + 0.111i.

A second rectangle above the cut, with Re w from −5 to 2.135 and Im w from 0.01 to 0.811, has winding number 0. F stays finite and continuous down to the upper side of the cuts, so the phase count can also be taken with a densely sampled lower edge at Im w = 10⁻¹⁰. For Re w from −40 to 18.5 and Im w up to 0.9 it gives 4, with phase steps of at most 0.003 rad. The region Re w < −40 was not searched.

If the left edge is moved to 1.5, with Im w from −0.8 to 0.8, the contour crosses the oxide cut. The phase sum still returns 4, but the Gauss integral returns 3.989 + 0.005i. The deviation, about 0.012, is the jump of ln F across the cut divided by 2πi. It depends on where the edge crosses (0.006 at Re w = 1.2, 0.066 at Re w = 0.5) and can be small, so an acceptance limit of a few per cent would have passed this forbidden contour. A limit near the expected integration error would not.

**The model beside a real detector**

The layer thicknesses and indices are rough typical values for a germanium-on-silicon photodetector. The photon energy, 0.80 eV, lies near the direct absorption edge of germanium, so the absorption depends strongly on strain and temperature. Doubling it, with all else fixed, raises the four modal values to 5951, 5501, 3852 and 6081 1/cm. This is the largest change in absorption among the effects sized here. Free carriers absorbing 60 1/cm throughout the silicon add 2 to 34 1/cm. Heating by 50 K, through rough thermo-optic coefficients at fixed absorption, raises Re N by 0.018 to 0.024. In a device of width W = 4 µm, if the field is taken to vanish at the side walls, the lowest lateral order has N² lowered by (λ/2W)² = 0.0375, which lowers Re N by about 0.005 for mode 0 and 0.01 for mode 3. Leakage through 2 µm of oxide into the silicon wafer changes the absorption of mode 3 by 2×10⁻⁵ 1/cm, which is negligible here. A metal of rough index 1.4 + 16i directly on the germanium lowers Re N of mode 0 by 0.025 and raises its absorption to 3045 1/cm. The higher modes change more: mode 3 moves to Re N = 1.470 and absorbs 3714 1/cm. The count of four was established for the TE modes of the air-covered slab. It leaves out the TM modes and, in a device of finite width, the higher lateral orders. An oxide cover, common in real devices, also gives four TE modes, but mode 3 then absorbs 2874 1/cm, so its excess over bulk germanium depends on the air cover. The excess is only 1% and depends as much on the rough germanium data: with air above, mode 3 absorbs 2931 1/cm for index 4.275, 2804 1/cm for index 4.35, and 2978 1/cm for a thickness of 510 nm. The remaining values are in the numerical output.

Calculated quantities

```
wavelength 1550 nm, photon energy 0.7999 eV
indices: oxide 1.444, Si 3.476, Ge 4.2, air 1
thickness: Si 220 nm, Ge 500 nm
Ge absorption 3000 1/cm, eps_Ge 17.63863+0.31083j
window Re w 2.1351 to 18.1386
window Im w -0.5000 to 0.8108
winding number 4, contour samples 171
Gauss integral minus winding: 1.9e-15
refined roots 4, grid-seeded roots 4
leaf Re 2.135..10.937 Im -0.500..0.811: 2 roots, seed error 9.0e-16
leaf Re 10.937..18.139 Im -0.500..0.811: 2 roots, seed error 1.8e-15
mode 0: w 16.297631+0.296322j, N 4.037199+0.036699j
  absorption 2975.3 1/cm, |E|^2 share in Ge 0.9533
mode 1: w 12.584528+0.240603j, N 3.547630+0.033910j
  absorption 2749.2 1/cm, |E|^2 share in Ge 0.7741
mode 2: w 8.019730+0.134808j, N 2.832013+0.023801j
  absorption 1929.6 1/cm, |E|^2 share in Ge 0.4337
mode 3: w 3.729326+0.144730j, N 1.931510+0.037465j
  absorption 3037.4 1/cm, |E|^2 share in Ge 0.4656
sine basis (250, 500): errors in w 2.2e-04, 2.7e-05
sine basis shift in w between sizes 1.9e-04
norm identity error 1.0e-14, loss average error 1.7e-16
above cut, Re w -5.0..2.135, Im w > 0.01: winding 0
contour crossing cut: phase count 4, Gauss 3.9890+0.0049j
lossless slab: known and found count 5
random lossy stacks, mode counts [5, 5, 4, 3, 4, 4]
loss-bound mode: clad eps 2.085, core eps (2.585+1.5j), k0*d 0.5
  w 1.977329+0.102566j, decay constant g 0.143235+0.358032j
coupled guides: core eps 4 and 4.027268+0.395070j, gap eps 2.1, k0*d 1.5
  double root w 2.977344+0.140055j, |int E^2|/int|E|^2 3.8e-15
  winding 2, distinct roots 1
finite oxide 2000 nm: last mode absorption change 2.42e-05 1/cm
width 4000 nm: Re N shift first -0.00465, last -0.00972
Ge absorption doubled: modal 1/cm [5951.4 5501.2 3852.3 6081.2]
Si carriers 60 1/cm: modal change 1/cm [ 2.   11.31 34.16 26.42]
heating 50 K (dn/dT Ge 0.0004, Si 0.00018 1/K): Re N shift [0.02014 0.02005 0.01798 0.02419]
metal cover index 1.4+16.0j: mode 0 N 4.011830+0.037564j, absorption 3045.4 1/cm
```
